# How Uniform Gate Leakage Divides Between Grounded Source and Drain: verification in Python

```python
"""
Result under test: gate leakage J(x) entering a uniform resistive channel
with both ends grounded gives
    I_drain  = W * integral of J(x) * x/L,
    I_source = W * integral of J(x) * (1 - x/L),
so uniform J sends half of the total to each terminal.
Symbols: L, W channel length and width; s = x/L; J current density from gate
into channel; V channel quasi-Fermi potential; rho sheet resistance;
V0 voltage scale of the leakage, J = J0 exp(-V/V0);
beta = rho J0 L^2 / V0; gamma = the same with the gate sheet resistance.
Kirchhoff networks and nonlinear boundary-value solutions are the
independent side of the tests. Lengths are in cm inside the program.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_bvp
from scipy.linalg import solve_banded


def cell_grid(count):
    nodes = (np.arange(count) + 0.5) / count
    edges = np.concatenate(([0.0], nodes, [1.0]))
    return nodes, edges


def solve_network(injected, resistors, drain_voltage=0.0):
    """Node voltages and outgoing terminal currents from Kirchhoff's laws."""
    g = 1.0 / resistors
    matrix = np.zeros((3, len(injected)))
    matrix[1] = g[:-1] + g[1:]
    matrix[0, 1:] = -g[1:-1]
    matrix[2, :-1] = -g[1:-1]
    rhs = np.array(injected, dtype=float)
    rhs[-1] += g[-1] * drain_voltage
    v = solve_banded((1, 1), matrix, rhs)
    return v[0] * g[0], (v[-1] - drain_voltage) * g[-1], v


def solve_feedback(beta, gamma=0.0):
    """Leakage reduced by channel voltage u and gate drop d (units of V0).
    The gate is contacted along its source-side edge.
    Returns total current / (J0 W L), and drain share of the total."""
    def equations(s, y):
        leak = np.exp(-y[0] - y[2])
        return np.vstack((y[1], -beta * leak, y[3], -gamma * leak))

    def ends(a, b):
        return np.array([a[0], b[0], a[2], b[3]])

    s = np.linspace(0.0, 1.0, 201)
    guess = np.zeros((4, s.size))
    guess[0] = 0.5 * beta * s * (1 - s) / (1 + beta / 8)
    guess[1] = 0.5 * beta * (1 - 2 * s) / (1 + beta / 8)
    sol = solve_bvp(equations, ends, s, guess, tol=1e-9, max_nodes=20000)
    assert sol.status == 0
    slope_source, slope_drain = sol.y[1, 0], sol.y[1, -1]
    total = slope_source - slope_drain
    return total / beta, -slope_drain / total


# Example parameters: rough typical values for a long test transistor
length = 10e-4             # cm
width = 10e-4              # cm
leak_density = 1.0         # A/cm2
leak_scale = 0.2           # V
mobility = 200.0           # cm2/Vs
overdrive = 0.6            # V
inversion_thickness = 1.4e-7   # cm, oxide equivalent, in inversion
oxide_thickness = 1.0e-7       # cm, oxide equivalent, dielectric only
depletion_charge = 0.5e-6      # C/cm2
gate_resistivity = 200e-6      # ohm cm, TiN film
gate_thickness = 10e-7         # cm
contact_source = 200e-4 / width   # ohm, from 200 ohm um
contact_drain = 220e-4 / width    # ohm, from 220 ohm um
ground_offset = 10e-6      # V
overlap = 10e-7            # cm per side
mass_ratio = 0.19
valleys = 2
temperature = 300.0        # K
hot_temperature = 400.0    # K
mobility_exponent = 1.5

permittivity = 3.9 * const.epsilon_0 / 100   # F/cm, reference oxide
charge = permittivity / inversion_thickness * overdrive
sheet_resistance = 1.0 / (charge * mobility)
channel_resistance = sheet_resistance * length / width
total_current = leak_density * width * length

# Point injection at every node: drain share must equal x/L
nodes, edges = cell_grid(1002)
resistors = channel_resistance * np.diff(edges)
drain_shares = np.empty(nodes.size)
for k in range(nodes.size):
    unit = np.zeros(nodes.size)
    unit[k] = 1.0
    to_source, to_drain, _ = solve_network(unit, resistors)
    drain_shares[k] = to_drain
    assert abs(to_source + to_drain - 1) < 1e-7
assert np.max(np.abs(drain_shares - nodes)) < 1e-7
quarter = int(np.argmin(np.abs(nodes - 0.25)))

# Uniform leakage: equal halves and parabolic potential
nodes, edges = cell_grid(2001)
resistors = channel_resistance * np.diff(edges)
uniform = np.full(nodes.size, total_current / nodes.size)
source_current, drain_current, voltage = solve_network(uniform, resistors)
assert abs(source_current / total_current - 0.5) < 1e-7
assert abs(drain_current / total_current - 0.5) < 1e-7
drop = sheet_resistance * leak_density * length**2
parabola = drop * nodes * (1 - nodes) / 2
assert np.max(np.abs(voltage - parabola)) < 1e-5 * drop
assert abs(voltage.max() / (drop / 8) - 1) < 1e-5
assert abs(voltage.mean() / (drop / 12) - 1) < 1e-5

# Leakage growing in proportion to x: unequal shares, shifted reversal point
ramp = 2 * nodes / nodes.size
_, ramp_share, ramp_voltage = solve_network(ramp, resistors)
reversal = nodes[np.argmax(ramp_voltage)]
assert abs(ramp_share - 2 / 3) < 1e-6
assert abs(reversal - 1 / np.sqrt(3)) < 1.5 / nodes.size

# Sheet resistance proportional to 1 + 2s: weight is the resistance fraction
graded = np.diff(edges + edges**2)
_, graded_share, _ = solve_network(np.full(nodes.size, 1 / nodes.size), graded)
assert abs(graded_share - 5 / 12) < 1e-6
for k in (300, 1000, 1700):
    unit = np.zeros(nodes.size)
    unit[k] = 1.0
    _, share, _ = solve_network(unit, graded)
    assert abs(share - (nodes[k] + nodes[k]**2) / 2) < 1e-7
    assert abs(share - nodes[k]) > 0.01

# Conductance falling with V, strong leakage 9 s^2: linear weight gives 3/4
grid = np.linspace(0, 1, 201)
nonlinear = solve_bvp(
    lambda s, y: np.vstack((-y[1] / (1 - y[0]), 9 * s**2)),
    lambda a, b: np.array([a[0], b[0]]),
    grid, np.vstack((grid * (1 - grid), 3 * grid**3 - 0.75)),
    tol=1e-8, max_nodes=20000)
assert nonlinear.status == 0
nonlinear_share = nonlinear.y[1, -1] / (nonlinear.y[1, -1] - nonlinear.y[1, 0])
nonlinear_crest = nonlinear.y[0].max()
assert nonlinear_crest > 0.3
assert abs(nonlinear_share - 0.75) < 1e-5

# Leakage feedback: total falls by beta/12, split stays at one half
beta = drop / leak_scale
collected, feedback_share = solve_feedback(beta)
loss = 1 - collected
assert abs(loss / (beta / 12) - 1) < 0.01
assert abs(feedback_share - 0.5) < 1e-6
strong_beta = 5.0
strong_collected, strong_share = solve_feedback(strong_beta)
assert strong_collected < 0.9
assert abs(strong_share - 0.5) < 1e-6
hot_beta = beta * (hot_temperature / temperature)**mobility_exponent
hot_loss = 1 - solve_feedback(hot_beta)[0]

# Gate resistance, gate contacted along the source-side edge
gate_sheet = gate_resistivity / gate_thickness
gamma = gate_sheet * leak_density * length**2 / leak_scale
gate_shift = solve_feedback(beta, gamma)[1] - 0.5
assert abs(gate_shift / (-gamma / 24) - 1) < 0.03

# Contacts and ground offset, separately and together
with_contacts = resistors.copy()
with_contacts[0] += contact_source
with_contacts[-1] += contact_drain
loop_resistance = channel_resistance + contact_source + contact_drain
_, contact_current, _ = solve_network(uniform, with_contacts)
_, offset_current, _ = solve_network(uniform, resistors, ground_offset)
_, both_current, _ = solve_network(uniform, with_contacts, ground_offset)
predicted = (total_current * (contact_source + channel_resistance / 2)
             - ground_offset) / loop_resistance
assert abs(both_current - predicted) < 1e-6 * total_current
stopping_offset = total_current * channel_resistance / 2
_, stopped_current, _ = solve_network(uniform, resistors, stopping_offset)
assert abs(stopped_current) < 1e-6 * total_current
contact_shift = contact_current / total_current - 0.5
offset_shift = offset_current / total_current - 0.5

# Regime of the example
density = charge / const.e                        # cm^-2
mass = mass_ratio * const.m_e
states = valleys * mass / (np.pi * const.hbar**2)   # 1/(J m2)
fermi_energy = density * 1e4 / states             # J, one subband at 0 K
thermal_energy = const.k * temperature
fermi_speed = np.sqrt(2 * fermi_energy / mass)
free_path = mobility * 1e-4 * mass / const.e * fermi_speed   # m
field = (charge + depletion_charge) / permittivity   # V/cm
dielectric_voltage = field * oxide_thickness
assert free_path * 100 < 0.01 * length
assert dielectric_voltage < 1.5   # rough barrier scale in volts

print(f"Channel length, width: {length*1e4:.1f}, {width*1e4:.1f} um")
print(f"Leakage density J0: {leak_density:.2f} A/cm2")
print(f"Leakage voltage scale V0: {leak_scale:.2f} V")
print(f"Mobility: {mobility:.0f} cm2/Vs")
print(f"Gate overdrive: {overdrive:.2f} V")
print(f"Inversion equivalent thickness: {inversion_thickness*1e7:.2f} nm")
print(f"Dielectric equivalent thickness: {oxide_thickness*1e7:.2f} nm")
print(f"Inversion charge: {charge*1e6:.3f} uC/cm2")
print(f"Depletion charge: {depletion_charge*1e6:.2f} uC/cm2")
print(f"Channel sheet resistance: {sheet_resistance:.1f} ohm/square")
print(f"Channel resistance R: {channel_resistance:.1f} ohm")
print(f"Total leakage, no feedback: {total_current*1e6:.4f} uA")
print(f"Source current, network: {source_current*1e6:.4f} uA")
print(f"Drain current, network: {drain_current*1e6:.4f} uA")
print(f"Point injection position: {0.25*length*1e4:.2f} um")
print(f"Its drain share, network: {drain_shares[quarter]:.6f}")
print(f"Potential crest: {voltage.max()*1e6:.2f} uV")
print(f"Mean channel potential: {voltage.mean()*1e6:.2f} uV")
print(f"Ramp leakage, drain share: {ramp_share:.5f}")
print(f"Ramp leakage, reversal point x/L: {reversal:.4f}")
print(f"Graded channel, drain share: {graded_share:.5f}")
print(f"V-dependent conductance, drain share: {nonlinear_share:.5f}")
print(f"Its crest / overdrive: {nonlinear_crest:.3f}")
print(f"Feedback parameter beta: {beta:.5f}")
print(f"First-order loss beta/12: {100*beta/12:.4f} %")
print(f"Total-current loss, full solution: {100*loss:.4f} %")
print(f"Each terminal with feedback: {total_current*collected*5e5:.5f} uA")
print(f"Strong case beta: {strong_beta:.1f}")
print(f"Strong case total / (J0 W L): {strong_collected:.4f}")
print(f"Strong case drain share: {strong_share:.6f}")
print(f"Loss at {hot_temperature:.0f} K: {100*hot_loss:.4f} %")
print(f"Mobility power-law exponent: {-mobility_exponent:.1f}")
print(f"Crest / overdrive in example: {100*voltage.max()/overdrive:.4f} %")
print(f"Ground offset at drain: {ground_offset*1e6:.1f} uV")
print(f"Drain-share shift by offset: {100*offset_shift:.4f} % of total")
print(f"Offset that stops drain current: {stopping_offset*1e3:.4f} mV")
print(f"Contacts S, D: {contact_source:.1f}, {contact_drain:.1f} ohm")
print(f"Drain-share shift by contacts: {100*contact_shift:.4f} % of total")
print(f"TiN resistivity: {gate_resistivity*1e6:.0f} uohm cm")
print(f"TiN thickness: {gate_thickness*1e7:.1f} nm")
print(f"TiN gate sheet resistance: {gate_sheet:.1f} ohm/square")
print(f"Gate parameter gamma: {gamma:.6f}")
print(f"Drain-share shift by gate: {100*gate_shift:.5f} % of total")
print(f"Gate overlap per side: {overlap*1e7:.1f} nm")
print(f"Overlap current per side: {100*overlap/length:.3f} % of total")
print(f"Sheet electron density: {density:.3e} cm^-2")
print(f"Effective mass ratio, valleys: {mass_ratio:.2f}, {valleys}")
print(f"Fermi energy, one subband: {fermi_energy/const.e*1e3:.1f} meV")
print(f"Thermal energy at 300 K: {thermal_energy/const.e*1e3:.2f} meV")
print(f"Mean free path: {free_path*1e9:.2f} nm")
print(f"Oxide-equivalent field: {field*1e-6:.2f} MV/cm")
print(f"Dielectric voltage: {dielectric_voltage:.3f} V")
print("checks complete")
```

Output:

```
Channel length, width: 10.0, 10.0 um
Leakage density J0: 1.00 A/cm2
Leakage voltage scale V0: 0.20 V
Mobility: 200 cm2/Vs
Gate overdrive: 0.60 V
Inversion equivalent thickness: 1.40 nm
Dielectric equivalent thickness: 1.00 nm
Inversion charge: 1.480 uC/cm2
Depletion charge: 0.50 uC/cm2
Channel sheet resistance: 3378.6 ohm/square
Channel resistance R: 3378.6 ohm
Total leakage, no feedback: 1.0000 uA
Source current, network: 0.5000 uA
Drain current, network: 0.5000 uA
Point injection position: 2.50 um
Its drain share, network: 0.250000
Potential crest: 422.32 uV
Mean channel potential: 281.55 uV
Ramp leakage, drain share: 0.66667
Ramp leakage, reversal point x/L: 0.5775
Graded channel, drain share: 0.41667
V-dependent conductance, drain share: 0.75000
Its crest / overdrive: 0.460
Feedback parameter beta: 0.01689
First-order loss beta/12: 0.1408 %
Total-current loss, full solution: 0.1404 %
Each terminal with feedback: 0.49930 uA
Strong case beta: 5.0
Strong case total / (J0 W L): 0.7513
Strong case drain share: 0.500000
Loss at 400 K: 0.2159 %
Mobility power-law exponent: -1.5
Crest / overdrive in example: 0.0704 %
Ground offset at drain: 10.0 uV
Drain-share shift by offset: -0.2960 % of total
Offset that stops drain current: 1.6893 mV
Contacts S, D: 20.0, 22.0 ohm
Drain-share shift by contacts: -0.0292 % of total
TiN resistivity: 200 uohm cm
TiN thickness: 10.0 nm
TiN gate sheet resistance: 200.0 ohm/square
Gate parameter gamma: 0.001000
Drain-share shift by gate: -0.00416 % of total
Gate overlap per side: 10.0 nm
Overlap current per side: 0.100 % of total
Sheet electron density: 9.237e+12 cm^-2
Effective mass ratio, valleys: 0.19, 2
Fermi energy, one subband: 58.2 meV
Thermal energy at 300 K: 25.85 meV
Mean free path: 7.09 nm
Oxide-equivalent field: 5.73 MV/cm
Dielectric voltage: 0.573 V
checks complete
```
